\section*{Conductivity of a disordered lattice: infinite size before zero broadening}

\section*{Problem}

Independent electrons of charge $-e$ move on a cubic lattice of spacing $a$ with nearest-neighbour hopping $-t$. Site energies are drawn independently and uniformly from $[-W/2,W/2]$, with $W=6t$. There are two spin directions, the chemical potential lies at the band centre, and the temperature is $k_BT=0.2t$. Computable cells have $L^3$ sites with $L=4,6,8$. They are closed periodically up to a phase $\phi$, the boundary twist, in each direction.

Formulas use $\hbar=a=1$, so that $\Omega=L^3$ is both the volume and the number of sites. Energies and rates are in units of $t$, conductivities in $e^2/(\hbar a)$.

\begin{enumerate}
\item Derive the dc conductivity $\sigma_L(\gamma,\phi)$ of a cell whose density matrix relaxes at a rate $\gamma$.
\item What does an average over twists achieve, and what does it not achieve?
\item Find the limit $\gamma\to0$ at fixed $L$, for a generic twist and for zero twist.
\item Which order of limits gives the bulk conductivity $\sigma_0$, and what must $\gamma$ exceed in a finite cell?
\item Estimate $\sigma_0$ and check it by a method that contains no $\gamma$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Describe the uniform field by a bond phase that drifts in time. Let the density matrix relax towards the equilibrium of the instantaneous Hamiltonian. Differentiating $[H,f(H)]=0$ gives the change of that equilibrium.
\item Repeat one disordered cell $M$ times and apply Bloch's theorem.
\item Separate the terms with equal energies from the rest. At zero twist the Hamiltonian is real.
\item Write the Lorentzian as a damped time integral, and ask how far an electron travels before its memory is lost.
\item Compare sizes at each $\gamma$ before fitting in $\gamma$. For the check, study how the resistance of an open bar grows with its length.
\end{enumerate}

\section*{Solution}

\subsection*{1. Conductivity of one cell}

Spread the twist evenly, with $\theta=\phi/L$ per bond along the field. A hop forward carries $-te^{-i\theta}$ and a hop backward $-te^{i\theta}$. Without disorder the energy along this axis is $-2t\cos(k+\theta)$, so $v=\partial H/\partial\theta$ is the velocity. For charge $-e$ a vector potential $A$ replaces $k$ by $k+eA$. Hence $\theta$ shifts by $eA$, and since the field is $E=-\dot A$,
\begin{equation}
\dot\theta=-eE .
\end{equation}

Let $f$ be the Fermi function and take
\begin{equation}
\dot\rho=-i[H,\rho]-\gamma\,[\rho-f(H)] ,\qquad H=H(\theta(t)).
\end{equation}
This relaxation is a regulator, to be removed at the end, and not a model of a scattering process.

In the eigenbasis of $H$, the derivative of $[H,f(H)]=0$ with respect to $\theta$ reads
\begin{equation}
v_{nm}(f_m-f_n)+(E_n-E_m)\,(\partial_\theta f)_{nm}=0 .
\end{equation}
Therefore
\begin{equation}
(\partial_\theta f)_{nm}=-F_{nm}v_{nm},\qquad
F_{nm}=\frac{f_n-f_m}{E_m-E_n}\ge0 .
\end{equation}
For $n=m$, first-order perturbation theory gives $f'(E_n)v_{nn}$, which is the same expression with $F_{nn}=-f'(E_n)$.

Set $\delta=\rho-f(H)$. Since $f(H)$ commutes with $H$,
\begin{equation}
\dot\delta=-i[H,\delta]-\gamma\delta-\dot\theta\,\partial_\theta f ,
\qquad
-\dot\theta\,(\partial_\theta f)_{nm}=-eE\,F_{nm}v_{nm}.
\end{equation}
To first order in $E$ the steady solution is
\begin{equation}
\delta_{nm}=-\frac{eE\,F_{nm}v_{nm}}{\gamma+i(E_n-E_m)} .
\end{equation}
The current density caused by the field is $-(2e/\Omega)\sum_{nm}v_{mn}\delta_{nm}$, with the factor 2 for spin. The equilibrium part $\mathrm{Tr}[vf(H)]$, which can be nonzero in a twisted cell without any field, is not included. The weight $F_{nm}|v_{nm}|^2$ is symmetric in $n,m$, so the imaginary parts cancel in pairs:
\begin{equation}
\boxed{\;\sigma_L(\gamma,\phi)=\frac{2e^2}{\Omega}\sum_{nm}
F_{nm}|v_{nm}|^2\,\frac{\gamma}{\gamma^2+(E_n-E_m)^2}\;}
\label{kubo}
\end{equation}

A direct time integration of the density matrix of a small disordered ring in a weak field gives $1.12411$. Equation (\ref{kubo}) gives $1.12404$, smaller by a relative $7\times10^{-5}$. This tests the linear-response step and its overall sign. The factor $2/\Omega$ enters both values in the same way and is not tested here.

\subsection*{2. What twists do}

Take a ring of $N$ sites and repeat its disorder $M$ times in a longer periodic ring. Bloch's theorem gives $\psi(x+N)=e^{i\phi}\psi(x)$, and closure of the long ring requires $\phi=2\pi m/M$ with $m=0,\dots,M-1$. Writing $\psi(x)=e^{i\theta x}u(x)$ with $\theta=\phi/N$ makes $u$ periodic over $N$ sites and puts the phases $e^{\mp i\theta}$ on the hops. The long ring thus splits into $M$ short rings, one per twist. The velocity respects the translation by $N$ sites and does not connect them. Dividing the sum in (\ref{kubo}) by $MN$ sites gives
\begin{equation}
\sigma_{MN}^{\rm repeated}(\gamma)=\frac1M\sum_{m=0}^{M-1}
\sigma_N\!\left(\gamma,\tfrac{2\pi m}{M}\right).
\end{equation}
For five twists both sides are $2.61114$.

The argument holds separately for each axis of the cube. Twists therefore refine the sampling of crystal momentum, but the system they describe is a crystal with a disordered unit cell. They supply no new disorder. In the calculation each disorder sample receives its own random twist vector, and $\sigma$ is averaged over the three field directions.

\subsection*{3. Zero broadening in a fixed cell}

As $\gamma\to0$, a term of (\ref{kubo}) with $E_n\ne E_m$ vanishes in proportion to $\gamma$, while a term with $n=m$ grows as $1/\gamma$. For nondegenerate levels,
\begin{equation}
\lim_{\gamma\to0}\gamma\,\sigma_L(\gamma,\phi)=
\frac{2e^2}{\Omega}\sum_nF_{nn}v_{nn}^2 .
\label{weight}
\end{equation}
A generic twist has $v_{nn}\neq0$ and the conductivity diverges. This is the perfect conduction of the repeated crystal found in part 2.

At zero twist $H$ is real and its eigenvectors can be chosen real. The matrix $v$ is then imaginary and Hermitian, hence antisymmetric, so $v_{nn}=0$. The right side of (\ref{weight}) vanishes, and so does $\sigma_L$ itself.

For $L=4$, averaged over the same 200 disorder samples:
\begin{center}
\begin{tabular}{ccc}
$\gamma/t$ & random twists & zero twist\\
0.1 & 0.282 & 0.248\\
0.01 & 1.21 & 0.082\\
0.001 & 11.75 & 0.019\\
0.0001 & 117.5 & 0.0040
\end{tabular}
\end{center}
With twists, the last two rows give $\gamma\sigma=0.001\times11.75=0.0118$ and $0.0001\times117.5=0.0118$, the constant required by (\ref{weight}).

Without twists, $\sigma$ falls by a factor between 4 and 5 in each of the last two steps, and not by 10. If all relevant gaps were much larger than $\gamma$, each term of (\ref{kubo}) would be proportional to $\gamma$. The slower fall therefore shows that some samples contain pairs of levels whose gap is not large compared with $\gamma$. A few such samples can dominate the mean, so the factor itself varies from one set of samples to another. For any one nondegenerate sample the linear law sets in once $\gamma$ is far below all its relevant gaps.

Neither limit, infinity or zero, is the conductivity of a disordered metal.

\subsection*{4. The order that gives the bulk value}

The Lorentzian in (\ref{kubo}) is a damped time integral,
\begin{equation}
\frac{\gamma}{\gamma^2+\omega^2}=\int_0^\infty d\tau\,e^{-\gamma\tau}\cos\omega\tau ,
\end{equation}
so only correlations between velocities at times up to order $1/\gamma$ apart contribute. Signals on the lattice travel at finite speed, and at $T>0$ the equilibrium response is itself short-ranged. At fixed $\gamma$, a sufficiently distant boundary cannot affect the current. This is a physical argument for the existence and twist independence of the first limit in
\begin{equation}
\sigma_0=\lim_{\gamma\to0}\;\lim_{L\to\infty}\sigma_L(\gamma,\phi).
\end{equation}

Weakly disordered rings test it. The measure is the root-mean-square difference between $\phi=0$ and $\phi=\pi/2$, relative to the mean of the two conductivities. At $\gamma=0.3t$ it drops from $0.089$ for 16 sites to $0.0007$ for 64. At $\gamma=0.01t$ it is $1.9$ and $1.6$: the longer ring is still far too short for that rate.

A finite cell must satisfy two conditions. The rate must exceed the level spacing $\Delta_L$, so that the spectrum acts as a continuum. In a diffusive metal the distance travelled within the memory time, $\sqrt{D/\gamma}$ with diffusion constant $D$, must also be small compared with $L$:
\begin{equation}
\gamma\gg\Delta_L,\qquad \gamma\gg D/L^2 .
\label{conditions}
\end{equation}
The spacings for $L=4,6,8$ are $0.14t$, $0.041t$ and $0.018t$. The smallest rate used in the extrapolation, $0.1t$, already lies below the spacing of the smallest cube, which is therefore left out of the bulk estimate.

\subsection*{5. Extrapolation and independent check}

\paragraph{First limit.} Three of the six rates show the trend, with standard errors in the last digits in brackets:
\begin{center}
\begin{tabular}{cccc}
$\gamma/t$ & $L=4$ & $L=6$ & $L=8$\\
0.1 & 0.2816(54) & 0.2639(37) & 0.2544(69)\\
0.3 & 0.2454(39) & 0.2482(30) & 0.2439(52)\\
0.6 & 0.2235(30) & 0.2275(24) & 0.2254(39)
\end{tabular}
\end{center}
At $\gamma=0.1t$ the two larger cubes differ by $0.0095$, with a combined standard error of $\sqrt{0.0037^2+0.0069^2}=0.0078$. They agree within the noise, but a remaining decrease with size is not excluded.

The two sizes are pooled with weights proportional to (number of samples)$\times L^2$, a rough choice that assumes a sample variance falling as $1/L^2$. It only sets the weights; the quoted errors are computed from the samples themselves. With 60 and 10 samples the weights are $2160/2800=0.77$ and $640/2800=0.23$. The pooled values at the three rates are $0.2617$, $0.2472$ and $0.2270$.

\paragraph{Form of the second limit.} In a diffusive metal a closed path and its time-reversed partner interfere constructively. This raises the probability of return and lowers the conductivity. At leading order the reduction is proportional to the time-integrated return probability, whose density is $(4\pi D\tau)^{-3/2}$ at long times. Damping removes from it the amount
\begin{align}
\int_0^\infty\!\frac{1-e^{-\gamma\tau}}{(4\pi D\tau)^{3/2}}\,d\tau
&=\frac{2\gamma}{(4\pi D)^{3/2}}\int_0^\infty\!\tau^{-1/2}e^{-\gamma\tau}d\tau\nonumber\\
&=\frac{2\sqrt{\pi\gamma}}{8\pi^{3/2}D^{3/2}}
=\frac{\sqrt\gamma}{4\pi D^{3/2}} .
\end{align}
The first step is an integration by parts whose boundary terms vanish; the remaining integral is $\sqrt{\pi/\gamma}$. A random walk on the cubic lattice reproduces this law at small $\gamma$, with a ratio of $1.0015$. The expected form is therefore
\begin{equation}
\sigma(\gamma)=\sigma_0+b\sqrt\gamma+c\gamma+\dots,\qquad b>0 .
\label{fit}
\end{equation}

\paragraph{Second limit.} A least-squares fit of (\ref{fit}) to all six pooled values gives $\sigma_0=0.2715\pm0.0048$. A quadratic polynomial in $\gamma$ gives $0.2690\pm0.0037$. These errors are statistical.

The sign of $b$ is a further check. Put $x=\sqrt\gamma$ and pass a parabola through the three pooled values above, at $x=0.3162,\,0.5477,\,0.7746$. The successive slopes and the quadratic coefficient are
\begin{align}
s_1&=\frac{0.2472-0.2617}{0.2315}=-0.0626,\nonumber\\
s_2&=\frac{0.2270-0.2472}{0.2269}=-0.0890,\nonumber\\
c&=\frac{s_2-s_1}{0.7746-0.3162}=-0.0576 .
\end{align}
Expanding $y_1+s_1(x-x_1)+c(x-x_1)(x-x_2)$ in powers of $x$,
\begin{align}
\sigma_0&=y_1-s_1x_1+c\,x_1x_2=0.2617+0.0198-0.0100=0.2715,\nonumber\\
b&=s_1-c(x_1+x_2)=-0.0626+0.0498=-0.013 .
\end{align}
The sign of $b$ is opposite to the expected one, but its statistical error with these sample numbers is of order $0.01$. The pooled data therefore do not resolve the interference term, and they do not establish a negative $b$.

The same arithmetic with the $L=8$ values alone gives $\sigma_0=0.255$ and $b=+0.02$. Ten samples are too few to rely on this. All rates use the same samples, so a sampling fluctuation in the heavily weighted $L=6$ data shifts the pooled values together. Such a shift is of the size in question: a different set of about 110 samples with $L=6$ lowers the value at $\gamma=0.1t$ by $0.011$ and the intercept to $0.259\pm0.005$, and cells with $L=20$ give an intercept of $0.254\pm0.005$.

The second condition in (\ref{conditions}) shows that a size effect is possible. The Einstein relation $\sigma_0=2e^2\varrho D$, with the computed density of states $\varrho=0.111/t$ per site and spin, gives $D=0.2715/(2\times0.111)=1.22$. At $\gamma=0.1t$ the diffusion length is $\sqrt{1.22/0.1}=3.5$ spacings, which is not small compared with $L=6$ or 8.

\paragraph{Check without broadening.} Place a bar of cross-section $A=8\times8$ sites and length $\ell$ between absorbing contacts, and compute its transmission $g$ per spin, averaged over disorder, transverse twists and the thermal energy window. The conductance per spin is $g\,e^2/h$. For ohmic conduction
\begin{equation}
\frac1{\langle g\rangle}=R_c+\frac{\ell}{A\,s} ,
\end{equation}
where $R_c$ is the contact part and $s$ the conductivity per spin in $e^2/(ha)$. For $\ell=4,6,\dots,14$ the transmissions $11.08$, $7.80$, $5.92$, $4.79$, $4.03$, $3.47$ have the reciprocals
\[
0.0903,\;0.1283,\;0.1689,\;0.2088,\;0.2480,\;0.2882 .
\]
Their increments lie between $0.038$ and $0.041$, so the resistance is close to linear in length over this range. The least-squares slope is $0.01984$ per site. With two spins and $h=2\pi\hbar$,
\begin{equation}
\sigma_{\rm bar}=\frac{2}{2\pi}\,\frac{1}{64\times0.01984}=0.251\pm0.005 .
\end{equation}

The error is statistical. Ideal leads in place of absorbing contacts, or a width of 12 sites, move the value by no more than this error; omitting the transverse twists lowers it by about $0.01$.

The pooled Kubo value is higher by $0.021$, or 8\% of the bar value. This is three times the combined standard error of $0.007$; as noted above, much of it is the sampling fluctuation of the $L=6$ set. The test of agreement allows three standard errors plus 6\% for fit form and size effects, and the two results pass it. They support the prefactor and the order of limits at the level of 8\%, but do not fix the second significant digit.

\paragraph{Result.} The bar result, $0.251$, does not involve the $L=6$ cubes, and the $L=8$ cubes alone are consistent with it. The estimate is therefore
\begin{equation}
\sigma_0\approx0.25\,\frac{e^2}{\hbar a},
\end{equation}
with the pooled Kubo fit about $0.02$ higher; this is a spread between methods, not a confidence interval. For $a=5$ bohr the unit is $9.20\times10^5$ S/m, so $\sigma_0\approx2.3\times10^5$ S/m and the resistivity is about $430\;\mu\Omega\,$cm. The pooled Kubo fit alone corresponds to $400\;\mu\Omega\,$cm. The model describes a very strongly disordered conductor. It omits phonons, electron--electron scattering and the band structure of any real metal. The full set of values is in the numerical output below.

\section*{Variation 1: no disorder}

\emph{What do the two orders of limits give for $W=0$?}

In the plane-wave basis the velocity is diagonal, and (\ref{kubo}) becomes
\begin{equation}
\sigma_L(\gamma,\phi)=\frac{2e^2}{\gamma\,\Omega}\sum_{\mathbf k}
\left[-f'(E_{\mathbf k})\right]v_{\mathbf k}^2 .
\end{equation}
For $L\to\infty$ the sum divided by $\Omega$ becomes a finite momentum integral, and $\sigma\propto1/\gamma$ remains. The correct order now gives infinity, as it should: nothing in the lattice degrades the current. The reversed order gives infinity too, because at fixed $L$ and generic twist the sum is positive and $\sigma_L$ grows as $1/\gamma$. A finite answer requires a physical relaxation rate, and $\gamma$ may then not be sent to zero.

Zero twist does not make this $\sigma_L$ vanish, although $H$ is real. The states $\mathbf k$ and $-\mathbf k$ are degenerate. In the real basis of cosines and sines the diagonal elements of $v$ are zero, but $v$ connects the two partners at equal energy, where the Lorentzian equals $1/\gamma$. The result of part 3 needs nondegenerate levels.

\section*{Variation 2: one combined limit}

\emph{Let $\gamma_L=CL^{-p}$, with constant $C>0$, in the diffusive metal. For which $p>0$ do the conditions (\ref{conditions}) hold as $L\to\infty$?}

The level spacing is $\Delta_L=1/(\varrho L^3)$, so
\begin{equation}
\frac{\gamma_L}{\Delta_L}=C\varrho\,L^{3-p},\qquad
\frac{\gamma_L}{D/L^2}=\frac{C}{D}\,L^{2-p} .
\end{equation}
Both ratios grow without bound if $0<p<2$. The choice $p=1$ therefore removes the broadening while the cell still becomes large on both scales. For $2<p<3$ the rate outgrows the level spacing, but in large cells the electron can still cross the cell within its memory time. At $p=2$ the diffusion length stays a fixed fraction of $L$, so the second condition does not improve with size. Comparing $\gamma$ with the level spacing alone is then not enough.

At the sizes used here the two scales are close. For $L=8$, $D/L^2=1.22/64=0.019t$ and $\Delta_L=0.018t$; for $L=6$ they are $0.034t$ and $0.041t$. At larger $L$ the diffusive condition is the stricter one, because $D/L^2$ falls more slowly than $1/L^3$.

\section*{Calculated quantities}
\begin{verbatim}
Energies and rates in t; sigma in e^2/(hbar a)
disorder W = 6.0 t, temperature = 0.2 t
ring, moving density matrix: sigma = 1.124112
ring, Kubo formula:          sigma = 1.124037
ring, mean of 5 twists: sigma = 2.611140
ring repeated 5 times:  sigma = 2.611140
relative twist spread, 16 sites: gamma 0.3 t: 8.91e-02, 0.01 t: 1.93e+00
relative twist spread, 64 sites: gamma 0.3 t: 6.67e-04, 0.01 t: 1.56e+00
loop loss / square-root law = 1.0015
L = 4: 200 samples, level spacing = 0.1405 t
L = 6: 60 samples, level spacing = 0.0413 t
L = 8: 10 samples, level spacing = 0.0176 t
gamma/t: sigma (standard error) for L = 4, 6, 8
0.10: 0.2816 (0.0054), 0.2639 (0.0037), 0.2544 (0.0069)
0.15: 0.2641 (0.0048), 0.2593 (0.0034), 0.2521 (0.0063)
0.20: 0.2557 (0.0044), 0.2555 (0.0032), 0.2495 (0.0059)
0.30: 0.2454 (0.0039), 0.2482 (0.0030), 0.2439 (0.0052)
0.40: 0.2374 (0.0035), 0.2411 (0.0027), 0.2378 (0.0047)
0.60: 0.2235 (0.0030), 0.2275 (0.0024), 0.2254 (0.0039)
gamma/t: pooled bulk sigma (standard error)
0.10: 0.2617 (0.0033)
0.15: 0.2577 (0.0030)
0.20: 0.2541 (0.0028)
0.30: 0.2472 (0.0026)
0.40: 0.2404 (0.0024)
0.60: 0.2270 (0.0020)
Wrong order, L = 4: gamma/t: random twists, zero twist
0.1000: 0.2816, 0.247843
0.0100: 1.2085, 0.082405
0.0010: 11.7539, 0.019110
0.0001: 117.5046, 0.003980
sigma_0, fit with sqrt(gamma) = 0.2715 +- 0.0048
sigma_0, quadratic fit        = 0.2690 +- 0.0037
bar length/a: mean transmission per spin
4: 11.080
6: 7.797
8: 5.920
10: 4.789
12: 4.032
14: 3.470
sigma from open bar = 0.2507 +- 0.0050
density of states per site and spin = 0.1111 1/t
diffusion constant = 1.222 t a^2/hbar
diffusion length at smallest gamma = 3.50 a
lattice spacing a = 5.0 bohr
unit e^2/(hbar a) = 9.1997e+05 S/m
sigma_0 = 2.498e+05 S/m +- 4.4e+03 S/m
resistivity = 400 micro-ohm cm
\end{verbatim}
